# Density fitting in MP2: integral errors, energy errors and operation counts, part 1

(Sections cited here and not found follow in the second part.)

An MP2 calculation on a molecule with several hundred basis functions forces a choice before any integral is computed. One may evaluate all four-index repulsion integrals and transform them, or one may expand each orbital product in an auxiliary basis and work with three-index quantities. The second course brings two further choices, the criterion that fixes the expansion coefficients and the size of the auxiliary basis. These choices depend on whether an error in the fitted density enters the integrals at first or at second order, on how that error passes into the energy, and on how many operations each step takes.

Hartree atomic units are used. The reference is a closed-shell restricted Hartree–Fock determinant with real canonical orbitals \(\varphi_p\) and energies \(\varepsilon_p\). Indices \(i,j\) run over the \(o\) correlated occupied orbitals, \(a,b\) over the \(v\) virtual orbitals and \(\mu,\nu,\lambda,\sigma\) over the \(N\) basis functions. For real functions \(f,g\),
\[
(f|g)=\iint \frac{f(\mathbf r_1)\,g(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .
\]
With \(\rho_{ia}=\varphi_i\varphi_a\), the integrals form a symmetric \(ov\times ov\) matrix \(K_{ia,jb}=(\rho_{ia}|\rho_{jb})=(ia|jb)\). For any such matrix \(A\), the exchanged matrix is \(A^x_{ia,jb}=A_{ib,ja}\). The denominators \(D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j\) are assumed positive. Only the integrals in the MP2 formula are fitted; orbitals and orbital energies come from Hartree–Fock with exact integrals.

With the sum of Fock operators as the unperturbed Hamiltonian, single excitations do not couple to the reference (Brillouin's theorem), and a double excitation \(IJ\to AB\) of spin orbitals couples through \((IA|JB)-(IB|JA)\). An unrestricted sum counts each double excitation four times, so
\[
E=-\frac14\sum_{IJAB}\frac{[(IA|JB)-(IB|JA)]^2}{D}
=-\frac12\sum_{IJAB}\frac{(IA|JB)^2}{D}+\frac12\sum_{IJAB}\frac{(IA|JB)(IB|JA)}{D}.
\]
The two squared terms are equal after relabelling \(A\leftrightarrow B\), which leaves \(D\) unchanged, and the cross term carries \(-2\). The integral \((IA|JB)\) needs equal spins on \(I,A\) and on \(J,B\): four spin cases, two with \(I,J\) opposite and two with \(I,J\) parallel. The product in the second sum needs all four spins equal: two cases. Collecting by the spins of \(I,J\) gives \(E=E_{\rm OS}+E_{\rm SS}\), with sums over spatial \(i,j,a,b\),
\[
E_{\rm OS}=-\sum\frac{K^2}{D},\qquad E_{\rm SS}=-\sum\frac{K(K-K^x)}{D}=-\frac12\sum\frac{(K-K^x)^2}{D}. \tag{1}
\]
The last form follows from \(\sum (K^x)^2/D=\sum K^2/D\), again by \(a\leftrightarrow b\): expanding the square gives \(\tfrac12(2K^2-2KK^x)\) under the sum.

The bracket \((f|g)\) is an inner product. It is symmetric and bilinear by inspection. The Fourier transform of \(1/r\) is \(4\pi/k^2\), and the convolution theorem gives
\[
(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat f(\mathbf k)|^2 .
\]
The integral converges at small \(k\) for integrable \(f\), because \(d^3k=k^2\,dk\,d\Omega\) cancels the pole. The weight is positive, so \((f|f)>0\) unless \(f=0\). The norm \(\|f\|=(f|f)^{1/2}\) therefore exists and the Cauchy–Schwarz inequality \(|(f|g)|\le\|f\|\|g\|\) holds. Physically \((f|f)\) is twice the electrostatic self-energy of the charge \(f\).

Take \(M\) linearly independent auxiliary functions \(\chi_P\), the same set for every product, and define
\[
V_{PQ}=(\chi_P|\chi_Q),\qquad J_{P,ia}=(\chi_P|\rho_{ia}),\qquad \tilde\rho_{ia}=\sum_P c_{P,ia}\chi_P,\qquad \Delta_{ia}=\rho_{ia}-\tilde\rho_{ia}.
\]
The matrix \(V\) is positive definite, since \(x^TVx=\|\sum_Px_P\chi_P\|^2>0\) for \(x\ne0\). The Coulomb-metric fit chooses the column \(c\) of one product to minimise the self-repulsion of the residual,
\[
W(c)=(\Delta|\Delta)=(\rho|\rho)-2c^TJ+c^TVc .
\]
Setting \(\partial W/\partial c_P=-2J_P+2(Vc)_P\) to zero gives
\[
Vc=J,\qquad\text{that is}\qquad (\chi_P|\Delta)=J_P-(Vc)_P=0\ \text{ for every }P. \tag{2}
\]
For a displaced vector, \(W(c+\eta)=W(c)+2\eta^T(Vc-J)+\eta^TV\eta=W(c)+\eta^TV\eta\), so (2) is the unique minimum. The residual has no Coulomb interaction with any function in the auxiliary space, and \(\tilde\rho\) is the orthogonal projection of \(\rho\) on that space.

For two products, written \(\rho\) and \(\rho'\), and for any coefficients whatever, inserting \(\rho=\tilde\rho+\Delta\) and \(\rho'=\tilde\rho'+\Delta'\) gives
\[
(\rho|\rho')=(\tilde\rho|\tilde\rho')+(\Delta|\tilde\rho')+(\tilde\rho|\Delta')+(\Delta|\Delta'). \tag{3}
\]
With the coefficients (2), \((\Delta|\tilde\rho')=\sum_Qc'_Q(\Delta|\chi_Q)=0\), and likewise \((\tilde\rho|\Delta')=0\). The first term is \(c^TVc'=J^TV^{-1}VV^{-1}J'=J^TV^{-1}J'\). Hence, exactly,
\[
\tilde K_{ia,jb}=\sum_{PQ}(ia|P)\,(V^{-1})_{PQ}\,(Q|jb),\qquad K_{ia,jb}-\tilde K_{ia,jb}=\delta_{ia,jb}=(\Delta_{ia}|\Delta_{jb}). \tag{4}
\]
The error is bilinear in the residuals, with no linear term. It vanishes if either product lies in the auxiliary space. The matrix \(\delta\) is positive semidefinite, because \(x^T\delta x=\|\sum x_{ia}\Delta_{ia}\|^2\ge0\). Cauchy–Schwarz gives
\[
|\delta_{ia,jb}|\le\|\Delta_{ia}\|\,\|\Delta_{jb}\|, \tag{5}
\]
with equality on the diagonal, so the largest error in the matrix is a diagonal one. Diagonal integrals are never overestimated, and their relative error is \((\|\Delta\|/\|\rho\|)^2\). Off-diagonal errors may have either sign.

The vanishing of the cross terms used two facts: the fitting metric is the kernel of the integral, and \(\tilde\rho'\) lies in the space to which \(\Delta\) is orthogonal. If the fit minimises something else, for instance \(\int\Delta^2d^3r\) (the overlap metric, \(Sc_S=s\) with \(S_{PQ}=\int\chi_P\chi_Q\) and \(s_P=\int\chi_P\rho\)), or if different products are fitted in different local subsets of functions, the cross terms of (3) survive and the plain form \((\tilde\rho|\tilde\rho')\) has an error linear in the residuals. Dunlap's robust form restores the second order. Since \((\rho|\tilde\rho')=(\tilde\rho|\tilde\rho')+(\Delta|\tilde\rho')\) and \((\tilde\rho|\rho')=(\tilde\rho|\tilde\rho')+(\tilde\rho|\Delta')\),
\[
K^R=(\rho|\tilde\rho')+(\tilde\rho|\rho')-(\tilde\rho|\tilde\rho')=(\tilde\rho|\tilde\rho')+(\Delta|\tilde\rho')+(\tilde\rho|\Delta'),
\]
and comparison with (3) gives \((\rho|\rho')-K^R=(\Delta|\Delta')\) for any coefficients. The two forms are best compared by writing the coefficients as \(c+\eta\), with \(c\) the Coulomb solution and \(J=Vc\). The plain form is \((c+\eta)^TV(c'+\eta')\). The robust form is \(J^T(c'+\eta')+(c+\eta)^TJ'\) minus the plain form, in which the terms linear in \(\eta\) and \(\eta'\) cancel:
\[
K^{\rm plain}=\tilde K+\eta^TJ'+J^T\eta'+\eta^TV\eta',\qquad K^R=\tilde K-\eta^TV\eta'. \tag{6}
\]
At \(\eta=0\) both equal \(\tilde K\): the Coulomb fit is robust without extra terms. If \(\eta\) is scaled by \(\lambda\), the plain form moves away from \(\tilde K\) as \(\lambda\) for small \(\lambda\) and the robust form as \(\lambda^2\). The robust error is \(\delta+\eta^TV\eta'\), never smaller than \(\delta\) on the diagonal. Errors in \(J\) itself, as from neglecting small three-index integrals, are a different matter: \(\tilde K\) changes by \(dJ^Tc'+c^TdJ'\), at first order.

For computation \(V^{-1}\) is split symmetrically. A positive definite matrix has a Cholesky factorisation \(V=LL^T\) with \(L\) lower triangular, so \(V^{-1}=L^{-T}L^{-1}\) and
\[
\tilde K=B^TB,\qquad B=L^{-1}J,\qquad \tilde K_{ia,jb}=\sum_{P=1}^MB_{P,ia}B_{P,jb}. \tag{7}
\]
The functions \(\xi_P=\sum_Q(L^{-1})_{PQ}\chi_Q\) are Coulomb-orthonormal, because \(L^{-1}VL^{-T}=1\), and \(B_{P,ia}=(\xi_P|\rho_{ia})\). If \(V\) is nearly singular, its eigenvectors with small eigenvalues are discarded; the fit is then a Coulomb fit in a smaller space and (4) holds for that space. The DF-MP2 energy \(\tilde E\) is (1) with \(\tilde K\) in place of \(K\).

The molecule BH, at a chosen distance of 2.33 bohr, gives these statements a scale. Restricted Hartree–Fock in the cc-pVDZ basis yields \(-25.12533\) hartree (\(-25.12993\) in cc-pVTZ and \(-25.13129\) in cc-pVQZ; the numbers below belong to cc-pVDZ and are not basis-set limits). With the boron 1s orbital frozen, \(N=19\), \(o=2\) and \(v=16\). The cc-pVDZ-RI auxiliary basis has \(M=70\) and the condition number of \(V\) is \(5.3\times10^4\). The active occupied orbitals are \(2\sigma\) at \(-0.646742\) and \(3\sigma\) at \(-0.344911\) hartree, and the lowest virtual level is a \(\pi\) pair at \(0.058709\) hartree. The matrices \(K\), \(J\) and \(V\) come from analytic Gaussian integrals. The quantities \((\Delta|\Delta')\) and \((\chi_P|\Delta)\) were obtained in real space: each residual was evaluated on an atom-centred grid of 38368 points, multiplied by the electrostatic potential of the other factor at those points, and summed with the quadrature weights. Applied to the unfitted products, this quadrature departs from the analytic \(K\) by at most \(3.3\times10^{-9}\) hartree.

For the diagonal integral \((3\sigma\pi|3\sigma\pi)\),
\[
K-\tilde K=0.03805143-0.03803802=1.341\times10^{-5}\ \text{hartree},
\]
and the quadrature of the residual gives \(\|\Delta_{3\sigma\pi}\|=3.6622\times10^{-3}\), whose square is \(1.3412\times10^{-5}\). The product itself has norm \(\sqrt{0.038051}=0.19507\), so the residual is \(3.6622\times10^{-3}/0.19507=1.9\%\) of the density in the Coulomb norm, while the integral is in error by \((0.0188)^2=3.5\times10^{-4}\) of its value. For the off-diagonal integral \((2\sigma\pi|3\sigma\pi)\), with the same \(\pi\) orbital and orbital phases chosen to make it positive,
\[
K-\tilde K=0.02639943-0.02641032=-1.089\times10^{-5}\ \text{hartree}.
\]
The quadrature gives \(-1.0891\times10^{-5}\). The fit overestimates this integral. With \(\|\Delta_{2\sigma\pi}\|=3.1748\times10^{-3}\), the bound (5) is \(3.1748\times10^{-3}\times3.6622\times10^{-3}=1.1627\times10^{-5}\), and the ratio \(-1.0891/1.1627=-0.94\) is the cosine of the angle between the two residuals, which are nearly antiparallel although the two densities have a positive interaction. Over the whole \(32\times32\) matrix, \(K-\tilde K\) and the quadrature of \((\Delta|\Delta')\) differ by at most \(1.5\times10^{-9}\) hartree, against a largest error of \(1.587\times10^{-4}\) hartree.

The overlap fit in the same auxiliary basis behaves as (6) says. The largest value of \(|(\chi_P|\Delta)|/\sqrt{V_{PP}}\) is \(1.5\times10^{-8}\) for the Coulomb fit, where (2) makes it zero and the remainder is numerical, and \(1.59\times10^{-2}\) for the overlap fit. The largest integral errors are \(6.60\times10^{-4}\) hartree in the robust form and \(1.69\times10^{-3}\) hartree in the plain form. Divided by the product of the two overlap-fit residual norms, the plain error reaches 18.4 in one element, whereas an error of the form \((\Delta|\Delta')\) could not exceed 1 in magnitude. Moving the coefficients from the Coulomb toward the overlap solution by a small fraction \(\lambda\) and then by \(2\lambda\), the base-2 logarithm of the ratio of the Frobenius norms of the shift from \(\tilde K\) is 0.9999 for the plain form and 2.0000 for the robust form. A linear error need not be large in every element. For \((3\sigma\pi|3\sigma\pi)\) the plain error is \(-1.5305\times10^{-5}\) and the robust error \(+1.8771\times10^{-5}\), so the plain form is slightly the closer one. Equation (6) resolves this. The robust error gives \(\eta^TV\eta=(1.8771-1.3412)\times10^{-5}=0.5359\times10^{-5}\). The plain error is \(\delta-2\eta^TJ-\eta^TV\eta\), so \(2\eta^TJ=(1.3412-0.5359+1.5305)\times10^{-5}=2.34\times10^{-5}\). Cauchy–Schwarz would allow \(2\sqrt{0.5359\times10^{-5}}\sqrt{0.03804}=9.0\times10^{-4}\); for this product the coefficient shift is almost orthogonal to the fitted density, and the linear term, \(2.34\times10^{-5}\), is of the same order as the quadratic ones, \(1.34\times10^{-5}\) and \(0.54\times10^{-5}\), although larger than either. The negative sign still shows that the plain form has lost the property of underestimating diagonal integrals.

The energy is a quadratic form in the integrals. Define \(Q(A,A')=\sum A(2A'-A'^x)/D\), so that \(E=-Q(K,K)\) by (1). It is symmetric, because relabelling \(a\leftrightarrow b\) turns \(\sum AA'^x/D\) into \(\sum A^xA'/D\). With \(K=\tilde K+\delta\),
\[
E-\tilde E=-2\sum\frac{\delta\,(2\tilde K-\tilde K^x)}{D}-\sum\frac{\delta\,(2\delta-\delta^x)}{D}. \tag{8}
\]
The first term is linear in \(\delta\) and so of second order in the residuals. The second is of fourth order and never positive, since \(Q(\delta,\delta)=\sum\delta^2/D+\tfrac12\sum(\delta-\delta^x)^2/D\). For BH,
\[
E=-0.05675545-0.00378115=-0.06053660,\qquad \tilde E=-0.05672262-0.00378191=-0.06050453
\]
in hartree, opposite-spin part first, or \(-1.64728\) and \(-1.64641\) eV. The difference is \(E-\tilde E=-3.2075\times10^{-5}\) hartree (\(-8.7\times10^{-4}\) eV), which is \(5.3\times10^{-4}\) of the MP2 correlation energy. The orbital basis matters far more than the fit: the frozen-core MP2 energy moves to \(-0.0735\) hartree in cc-pVTZ and \(-0.0781\) hartree in cc-pVQZ, where the matching RI sets give relative fitting errors of \(3.4\times10^{-4}\) and \(1.4\times10^{-4}\). Equation (8), evaluated with the \(\delta\) of the quadrature, gives \(-3.1988\times10^{-5}-0.0088\times10^{-5}=-3.2076\times10^{-5}\); the fourth-order term is 0.3% of the difference. One term shows the arithmetic. For \(i=j=3\sigma\) and \(a=b=\pi\), \(D=2(0.058709+0.344911)=0.80724\), the contribution to \(E_{\rm OS}\) is \(-0.038051^2/0.80724=-1.794\times10^{-3}\), and the fit raises it by \(2K\delta/D=2(0.03805)(1.341\times10^{-5})/0.80724=1.3\times10^{-6}\) hartree. With the overlap fit, \(E\) minus the fitted energy is \(-5.6\times10^{-5}\) hartree in the robust form and \(+3.9\times10^{-4}\) hartree in the plain form, 1.8 and 12 times the Coulomb value in magnitude.

The Coulomb-metric fit leaves integral errors of second order in the density residuals, and these enter the MP2 energy linearly at leading order, shifting it by about \(3.2\times10^{-5}\) hartree for BH. What remains is whether the opposite-spin and same-spin errors have a fixed sign, and how many operations each step takes.
